# Johnson-Mehl-Avrami-Kolmogorov kinetics: overlap correction and the origin of the exponent: a numerical check

```python
# Result under test (Johnson-Mehl-Avrami-Kolmogorov kinetics):
#   X = 1 - exp(-Xe), X = transformed fraction, Xe = extended fraction.
#   Constant nucleation rate I: Xe = c_d I v^d t^(d+1)/(d+1), exponent d+1.
#   All nuclei N at time zero:  Xe = c_d N v^d t^d,           exponent d.
# d = growth dimension, v = constant interface speed, t = time,
# c_d = shape factor (2, pi, 4 pi/3 for spheres; 2^d for aligned cubes).
# Lengths are in micrometres and times in seconds unless a label says otherwise.
import numpy as np
from scipy import constants
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import gamma

rng = np.random.default_rng(20)
LN2 = np.log(2.0)


# ---- Lattice process: growth by one cell per step, hard impingement ----
def lattice_process(shape, half_time, continuous, runs):
    d = len(shape)
    n = d + 1 if continuous else d
    cells = int(np.prod(shape))
    # probability chosen so that the predicted half-time is half_time steps
    prefactor = 2.0**d / (d + 1) if continuous else 2.0**d
    p = LN2 / (prefactor * half_time**n)
    steps = int(half_time * (3.0 / LN2) ** (1.0 / n))
    total = np.zeros(steps)
    for _ in range(runs):
        done = np.zeros(shape, dtype=bool)
        if not continuous:
            seeds = rng.integers(cells, size=rng.binomial(cells, p))
            done.reshape(-1)[seeds] = True
        for step in range(steps):
            for axis in range(d):
                done = (done | np.roll(done, 1, axis)
                        | np.roll(done, -1, axis))
            if continuous:
                # an attempt in a transformed cell changes nothing
                seeds = rng.integers(cells, size=rng.binomial(cells, p))
                done.reshape(-1)[seeds] = True
            total[step] += done.mean()
    X = total / runs
    # a lone seed cell has half-width 1/2, which offsets the saturated clock
    t = np.arange(1, steps + 1) + (0.0 if continuous else 0.5)
    predicted = 1 - np.exp(-prefactor * p * t**n)
    use = (X > 0.05) & (X < 0.95)
    slope = np.polyfit(np.log(t[use]), np.log(-np.log(1 - X[use])), 1)[0]
    return slope, np.max(np.abs(X - predicted))


print("Lattice simulation: fitted exponent, largest error in X")
cases = [((2000000,), 40, 1), ((2000, 2000), 25, 1), ((160, 160, 160), 10, 4)]
for shape, half_time, runs in cases:
    d = len(shape)
    for continuous in (True, False):
        slope, error = lattice_process(shape, half_time, continuous, runs)
        name = "constant rate" if continuous else "all at t=0"
        print(f" d={d}, {name}: n = {slope:.2f}, error = {error:.4f}")
        # tolerances cover the counting noise of about a thousand grains
        assert abs(slope - (d + continuous)) < 0.12
        assert error < 0.03

# ---- Example film ----
I = 1.0e-3      # nuclei per square micrometre per second
v = 0.05        # micrometre per second
h = 0.05        # film thickness, micrometre
T0 = 973.0      # hold temperature, K
K = np.pi * I * v**2 / 3


def extended_area(t, rate, speed):
    return quad(lambda s: rate * np.pi * (speed * (t - s))**2, 0, t)[0]


def time_at(X):
    return (-np.log(1 - X) / K) ** (1 / 3)


t10, t50, t90 = time_at(0.1), time_at(0.5), time_at(0.9)
assert abs(extended_area(t50, I, v) - LN2) < 1e-9
print(f"Film: I = {I:.4f} /um^2/s, v = {v*1e3:.0f} nm/s, "
      f"h = {h*1e3:.0f} nm, T = {T0:.0f} K")
print(f"Rate constant K = {K:.4e} s^-3")
print(f"Times for X = 0.1, 0.5, 0.9: {t10:.1f}, {t50:.1f}, {t90:.1f} s")
print(f"Free-growth radius v*t at half-time = {v*t50:.2f} um")
print(f"Time when uncorrected Xe reaches 1 = {K**(-1/3):.1f} s")
print(f"True X at that time = {1-np.exp(-1):.3f}")


def fraction(t):
    return 1 - np.exp(-extended_area(t, I, v))


eps = 1e-3
raw_slope = (np.log(fraction(t50 * np.exp(eps)))
             - np.log(fraction(t50 * np.exp(-eps)))) / (2 * eps)
assert abs(raw_slope - 3 * LN2) < 1e-4
print(f"Slope of ln X against ln t at half-time = {raw_slope:.3f}")


# ---- Disks in the plane: nuclei form only in untransformed material ----
def wrapped(delta, period):
    return delta - period * np.round(delta / period)


def linear(age, factor):
    return v * factor * age


def simulate_disks(length, width, t_end, law, periodic_width=True, scatter=0.0):
    count = rng.poisson(I * length * width * t_end)
    born = np.sort(rng.uniform(0, t_end, count))
    x = rng.uniform(0, length, count)
    y = rng.uniform(0, width, count)
    factor = 1 + scatter * rng.choice([-1.0, 1.0], count)
    period_y = width if periodic_width else 1e9
    real = np.zeros(count, dtype=bool)
    kept = np.zeros(count, dtype=int)
    number = 0
    for k in range(count):
        j = kept[:number]
        dist2 = (wrapped(x[k] - x[j], length)**2
                 + wrapped(y[k] - y[j], period_y)**2)
        if not np.any(dist2 < law(born[k] - born[j], factor[j])**2):
            real[k] = True
            kept[number] = k
            number += 1
    px = rng.uniform(0, length, 8000)
    py = rng.uniform(0, width, 8000)

    def covered(t, only_real):
        hit = np.zeros(px.size, dtype=bool)
        for k in np.flatnonzero((born < t) & (real | (not only_real))):
            dist2 = (wrapped(px - x[k], length)**2
                     + wrapped(py - y[k], period_y)**2)
            hit |= dist2 < law(t - born[k], factor[k])**2
        return hit
    return real, covered


t_test = (1.5 / K) ** (1 / 3)          # time at which Xe = 1.5
real, covered = simulate_disks(200.0, 200.0, 140.0, linear)
with_phantoms, without = covered(t_test, False), covered(t_test, True)
assert np.array_equal(with_phantoms, without)
assert np.any(~real)
X_formula = 1 - np.exp(-1.5)
assert abs(without.mean() - X_formula) < 0.03
density = I * gamma(4 / 3) * K ** (-1 / 3)
simulated_density = real.sum() / 200.0**2
assert abs(simulated_density / density - 1) < 0.05
print(f"Disk test at {t_test:.1f} s: X simulated {without.mean():.3f}, "
      f"formula {X_formula:.3f}")
print(f"Points changed by phantoms = {np.sum(with_phantoms != without)}")
print(f"Final grain density: formula {density:.4f}, "
      f"simulated {simulated_density:.4f} /um^2")
print(f"Grain size (root of mean area) = {density**-0.5:.2f} um")
t50_saturated = np.sqrt(LN2 / (np.pi * density * v**2))
print(f"Half-time if these grains all start at t=0 = {t50_saturated:.1f} s")

# Parabolic growth with the same extended fraction: phantoms overtake hosts
a2 = 2 * 1.5 / (np.pi * I * t_test**2)


def parabolic(age, factor):
    return np.sqrt(a2 * age)


_, covered = simulate_disks(200.0, 200.0, t_test, parabolic)
excess = covered(t_test, False).mean() - covered(t_test, True).mean()
assert excess > 0.003
print(f"Parabolic growth: false X added by phantoms = {excess:.4f}")

# ---- Growth confined by a film thickness or a line width ----
nodes, weights = np.polynomial.legendre.leggauss(120)
nodes, weights = (nodes + 1) / 2, weights / 2
separation = np.abs(nodes[:, None] - nodes[None, :])


def film_fraction(t, thickness):
    u = np.minimum(separation * thickness, v * t)
    disk_time = np.pi * (v**2 * t**3 / 3 - u**2 * t + 2 * u**3 / (3 * v))
    return -weights @ np.expm1(-I * (disk_time @ weights))


def line_fraction(t, width):
    r = v * t
    u = np.clip(separation * width, 1e-12, r)
    chord_time = (r * np.sqrt(r**2 - u**2) - u**2 * np.arccosh(r / u)) / v
    return -weights @ np.expm1(-I * width * (chord_time @ weights))


def half_and_exponent(function, size):
    half = brentq(lambda t: function(t, size) - 0.5, 1.0, 5000.0)
    return half, local_exponent(function, size, half)


def local_exponent(function, size, t):
    up = np.log(-np.log1p(-function(t * 1.01, size)))
    down = np.log(-np.log1p(-function(t / 1.01, size)))
    return (up - down) / (2 * np.log(1.01))


# Early film growth is bulk-like; the two surfaces remove 0.3 v t / h of it
t_early = 0.1 * h / v
bulk = (I / h) * np.pi * v**3 * t_early**4 / 3
assert abs(film_fraction(t_early, h) / bulk - 0.97) < 0.003
film_half, film_n = half_and_exponent(film_fraction, h)
early_n = local_exponent(film_fraction, h, t_early)
assert abs(early_n - 4) < 0.1 and abs(film_n - 3) < 0.02
print(f"Film exponent at {t_early:.2f} s = {early_n:.2f}, "
      f"at half-time = {film_n:.3f}")
print(f"Half-time shift from finite thickness = {film_half-t50:.4f} s")

_, covered = simulate_disks(20000.0, 2.0, 100.0, linear, periodic_width=False)
X_line_sim = covered(100.0, True).mean()
X_line = line_fraction(100.0, 2.0)
assert abs(X_line_sim - X_line) < 0.04
print(f"2 um line at 100 s: X simulated {X_line_sim:.3f}, "
      f"formula {X_line:.3f}, wide film {fraction(100.0):.3f}")
for width in (10.0, 2.0, 0.25):
    half, n_line = half_and_exponent(line_fraction, width)
    print(f"Line {width:.2f} um: half-time {half:.1f} s, n = {n_line:.2f}")
one_dim_half = np.sqrt(LN2 / (I * width * v))
assert abs(half / one_dim_half - 1) < 0.02 and abs(n_line - 2) < 0.05
print(f"Pure d=1 half-time for 0.25 um line = {one_dim_half:.1f} s")

# ---- Exhaustible sites: rate N q exp(-q t), here N = q = v = 1 ----


def exhausted_extended(t):
    return quad(lambda s: np.exp(-s) * np.pi * (t - s)**2, 0, t,
                points=[0.05 * t, 0.2 * t], epsabs=0, epsrel=1e-10)[0]


exponents = []
for qt in (0.01, 1.0, 10.0, 100.0):
    ratio = exhausted_extended(qt * 1.001) / exhausted_extended(qt / 1.001)
    exponents.append(np.log(ratio) / (2 * np.log(1.001)))
assert abs(exponents[0] - 3) < 0.02 and abs(exponents[-1] - 2) < 0.05
print("Site exhaustion, n at q*t = 0.01, 1, 10, 100: "
      + ", ".join(f"{value:.2f}" for value in exponents))

# ---- Sizes of neglected effects, with rough assumed inputs ----
kB = constants.k / constants.e
Q_I, Q_v = 6.0, 3.0                    # activation energies, eV


def rates(T):
    shift = (1 / T - 1 / T0) / kB
    return I * np.exp(-Q_I * shift), v * np.exp(-Q_v * shift)


def half_time_at(T):
    rate, speed = rates(T)
    return brentq(lambda t: extended_area(t, rate, speed) - LN2, 1.0, 1000.0)


slope_E = (np.log(half_time_at(T0 - 1) / half_time_at(T0 + 1))
           / ((1 / (T0 - 1) - 1 / (T0 + 1)) / kB))
assert abs(slope_E - (Q_I + 2 * Q_v) / 3) < 1e-4
print(f"Assumed Q_I = {Q_I:.1f} eV, Q_v = {Q_v:.1f} eV; "
      f"half-time energy = {slope_E:.2f} eV")
print(f"Half-time at T+5 K = {half_time_at(T0+5):.1f} s, "
      f"at T-5 K = {half_time_at(T0-5):.1f} s")


def ramped_half_time(start, heating_rate):
    time = np.linspace(start, 80.0, 5001)
    rate, speed = rates(T0 + heating_rate * np.minimum(time, 0.0))
    path = cumulative_trapezoid(speed, time, initial=0.0)
    trial = np.arange(1500, 5001, 25)
    values = [np.pi * trapezoid(rate[:m] * (path[m-1] - path[:m])**2, time[:m])
              for m in trial]
    return np.exp(np.interp(np.log(LN2), np.log(values),
                            np.log(time[trial - 1])))


assert abs(ramped_half_time(0.0, 50.0) - t50) < 0.01
ramp_shift = ramped_half_time(-8.0, 50.0) - t50
print(f"Half-time shift from a 50 K/s heating ramp = {ramp_shift:.2f} s")
delay = 10.0
apparent_n = (np.log(np.log(0.1) / np.log(0.9))
              / np.log((t90 + delay) / (t10 + delay)))
print(f"Apparent n with {delay:.0f} s incubation left in the clock = "
      f"{apparent_n:.2f}")
parent = 0.2                           # parent grain size, micrometre
sites = 2 / parent**2                  # two triple junctions per parent grain
print(f"Parent grain {parent:.1f} um: {sites:.0f} junction sites/um^2, "
      f"used by half-time {100*I*t50/sites:.2f} %")
scatter = 0.3
_, covered = simulate_disks(200.0, 200.0, t_test, linear, scatter=scatter)
excess = covered(t_test, False).mean() - covered(t_test, True).mean()
print(f"Speed scatter +/-{100*scatter:.0f} %: false X from phantoms = "
      f"{excess:.4f}")
print(f"Half-time factor from mean square speed = "
      f"{(1+scatter**2)**(-1/3):.3f}")
print("every check passed")
```

It prints:

```
Lattice simulation: fitted exponent, largest error in X
 d=1, constant rate: n = 2.00, error = 0.0037
 d=1, all at t=0: n = 1.00, error = 0.0072
 d=2, constant rate: n = 3.00, error = 0.0083
 d=2, all at t=0: n = 1.97, error = 0.0154
 d=3, constant rate: n = 4.00, error = 0.0115
 d=3, all at t=0: n = 3.01, error = 0.0011
Film: I = 0.0010 /um^2/s, v = 50 nm/s, h = 50 nm, T = 973 K
Rate constant K = 2.6180e-06 s^-3
Times for X = 0.1, 0.5, 0.9: 34.3, 64.2, 95.8 s
Free-growth radius v*t at half-time = 3.21 um
Time when uncorrected Xe reaches 1 = 72.6 s
True X at that time = 0.632
Slope of ln X against ln t at half-time = 2.079
Disk test at 83.1 s: X simulated 0.775, formula 0.777
Points changed by phantoms = 0
Final grain density: formula 0.0648, simulated 0.0649 /um^2
Grain size (root of mean area) = 3.93 um
Half-time if these grains all start at t=0 = 36.9 s
Parabolic growth: false X added by phantoms = 0.0124
Film exponent at 0.10 s = 3.97, at half-time = 3.000
Half-time shift from finite thickness = 0.0026 s
2 um line at 100 s: X simulated 0.615, formula 0.605, wide film 0.927
Line 10.00 um: half-time 66.9 s, n = 2.85
Line 2.00 um: half-time 87.3 s, n = 2.16
Line 0.25 um: half-time 235.5 s, n = 2.00
Pure d=1 half-time for 0.25 um line = 235.5 s
Site exhaustion, n at q*t = 0.01, 1, 10, 100: 3.00, 2.78, 2.20, 2.02
Assumed Q_I = 6.0 eV, Q_v = 3.0 eV; half-time energy = 4.00 eV
Half-time at T+5 K = 50.3 s, at T-5 K = 82.2 s
Half-time shift from a 50 K/s heating ramp = -0.26 s
Apparent n with 10 s incubation left in the clock = 3.54
Parent grain 0.2 um: 50 junction sites/um^2, used by half-time 0.13 %
Speed scatter +/-30 %: false X from phantoms = 0.0006
Half-time factor from mean square speed = 0.972
every check passed
```
